# Where diffusivity belongs in the equation for acid diffusion in resist

**Question.** A chemically amplified resist film holds photogenerated acid at the same concentration everywhere, but the acid moves faster in deprotected polymer than in protected polymer. Should the bake be described by $\nabla\cdot(D\nabla c)$ or by $\nabla^2(Dc)$, and what does the choice do to the acid profile?

**Answer.** Both expressions conserve acid, and both have $D$ somewhere inside the outer divergence, since $\nabla^2(Dc)=\nabla\cdot[\nabla(Dc)]$. They differ in whether $D$ stands outside or inside the inner gradient. The hops of the acid decide which is right.

### The mechanism: what a hop depends on

Take one dimension $x$ and a row of sites a distance $h$ apart. An acid at site $i$ sits in a well of energy $E_i$. To reach site $i+1$ it must pass a barrier top of energy $B_{i+1/2}$, which is the same for the return journey. With attempt frequency $\nu$ and temperature $T$, the hopping rates are

$$w_{i\to i+1}=\nu e^{-(B_{i+1/2}-E_i)/k_BT},\qquad w_{i+1\to i}=\nu e^{-(B_{i+1/2}-E_{i+1})/k_BT}.$$

The acid is taken to be dilute and to move with its counter-ion as a neutral pair, so that hops are nearly independent and sites are rarely occupied twice. Separated charges at the density used below would interact strongly in a polymer of low permittivity, and the model would not cover them. If $c$ is the concentration per unit length, site $i$ holds $hc_i$ acids on average. The net number crossing to the right per unit time is the flux

$$J_{i+1/2}=h\nu e^{-B_{i+1/2}/k_BT}\left[e^{E_i/k_BT}c_i-e^{E_{i+1}/k_BT}c_{i+1}\right].$$

Define $\gamma=e^{E/k_BT}$. For wells and barriers that vary slowly over one hop, the bracket is $-h\,\partial_x(\gamma c)$ to leading order in $h$. The diffusivity is the squared hop length times the hopping rate in one direction,

$$D=h^2\nu e^{-(B-E)/k_BT},\qquad\text{so}\qquad h^2\nu e^{-B/k_BT}=\frac{D}{\gamma}.$$

The flux therefore becomes

$$J=-\frac{D}{\gamma}\,\partial_x(\gamma c). \tag{1}$$

The product $a=\gamma c$ is the chemical activity, up to a constant factor. Indeed, a dilute species has chemical potential $\mu=E+k_BT\ln c$ plus a constant, which is $k_BT\ln(\gamma c)$ plus a constant. Its gradient is $\partial_x\mu=k_BT\,\partial_x(\gamma c)/(\gamma c)$, and (1) can be written

$$J=-\frac{D}{k_BT}\,c\,\partial_x\mu .$$

Uniform activity thus gives zero flux, however $D$ varies. This does not yet say that the concentration is uniform: at equilibrium $c\propto1/\gamma$. The hop length $h$ and the attempt frequency $\nu$ have been taken the same everywhere. If the density of sites varies, it belongs in $\gamma$ as well: with level wells and barriers every site is equally occupied at equilibrium, so $c\propto1/h$, and a diffusivity that varies only through $h^2$ gives $c\propto D^{-1/2}$. An attempt frequency that depends on the well enters $\gamma$ in the same way. For uniform $h$ and $\nu$, two special landscapes separate the two candidate equations.

If all wells are level and only the barriers vary, $\gamma$ is constant and cancels from (1):

$$J=-D\,\partial_xc,\qquad \partial_tc=\partial_x(D\,\partial_xc). \tag{2}$$

Each barrier then slows the traffic equally in both directions. Two neighbouring sites with equal populations exchange equal numbers of acids, and a uniform profile stays uniform.

If all barrier tops are level and only the wells vary, then $D\propto e^{E/k_BT}=\gamma$, and (1) gives

$$J=-\partial_x(Dc),\qquad \partial_tc=\partial_x^2(Dc). \tag{3}$$

A slow region is now a region of deep traps. Acid leaves it less readily than it enters, and really does accumulate there. Equation (3) is thus a legitimate law for acid with a particular variation of its standard potential. It is the wrong law when $\gamma$ is uniform, which is the case in which uniform activity and uniform concentration coincide. That case is assumed below unless another is named.

### The formula: the spurious flux

Expanding the inner derivative in (3) shows what has been added to (2):

$$\partial_x^2(Dc)=\partial_x(D\,\partial_xc+c\,D')=\partial_x(D\,\partial_xc)+\partial_x(c\,D'),\qquad D'=\frac{dD}{dx}.$$

The extra flux is $-cD'$, directed from high to low diffusivity. For a uniform profile $c=c_0$, equation (2) gives $\partial_tc=0$, while (3) gives

$$\partial_tc\big|_{t=0}=c_0D''. \tag{4}$$

Acid is removed around a maximum of $D$ and added around a minimum. In a periodic film this rate vanishes everywhere only if $D$ is constant. To see this, suppose $D''=0$ everywhere, multiply by $D$ and integrate by parts over one period:

$$0=\int D D''\,dx=-\int (D')^2dx .$$

Hence $D'=0$. A linear $D(x)$ between closed walls is a different case: (4) vanishes in the interior, but the flux $-c_0D'$ still piles acid against one wall.

Intermediate placements of $D$ do not escape. Consider the family

$$J=-D^{1-\alpha}\,\partial_x(D^\alpha c)=-D\,\partial_xc-\alpha c\,D',$$

where the second form follows from $\partial_xD^\alpha=\alpha D^{\alpha-1}D'$. Its initial rate from a uniform profile is $\alpha c_0D''$. Within this family, $\alpha=0$ is the one choice that preserves uniform acid for a non-uniform periodic $D$.

The steady state of (3) follows from setting the flux equal to a constant, $-\partial_x(Dc)=J_0$. Integrated over a period, the left side vanishes, so $J_0=0$ and $Dc$ is constant. With the mean concentration fixed at $c_0$,

$$\frac{c}{c_0}=\frac{1/D}{\langle1/D\rangle}, \tag{5}$$

where the angle brackets denote the average over one period. Comparison with $c\propto1/\gamma$ shows that using (3) is equivalent to giving the acid a standard potential $k_BT\ln D$, apart from a constant. A kinetic coefficient has been turned into an equilibrium property.

A sharp interface makes the difference plain. In (1) a finite flux forbids a jump in $\gamma c$, because a jump would have an infinite gradient. With uniform $\gamma$ the concentration is therefore continuous across the interface. In (3) it is $Dc$ that must be continuous, so the concentration jumps by the inverse ratio of the diffusivities, even when the acid has no preference for either side.

### Why the second law excludes the drift

For uniform $\gamma$, the free energy per unit cross-section, measured from the uniform state, is

$$F=k_BT\int c\ln\frac{c}{c_0}\,dx,$$

with $c$ now the number per unit volume. Since $\ln u\ge1-1/u$ for $u>0$, multiplying by $c$ with $u=c/c_0$ gives $c\ln(c/c_0)\ge c-c_0$. The right side integrates to zero at fixed acid content, so $F\ge0$, with equality only at $c=c_0$.

The time derivative is

$$\frac{dF}{dt}=k_BT\int\left(\ln\frac{c}{c_0}+1\right)\partial_tc\,dx .$$

The constant 1 contributes nothing, because total acid is conserved. Inserting $\partial_tc=-\partial_xJ$ and integrating by parts gives, with (2),

$$\frac{dF}{dt}=k_BT\int J\,\frac{\partial_xc}{c}\,dx=-k_BT\int\frac{D(\partial_xc)^2}{c}\,dx\le0 .$$

Equation (2) lowers $F$ until the profile is flat. Equation (3), started from the flat profile, raises it. In an isothermal film with no reaction and no external driving, nothing can pay for that rise.

### Preserving a flat profile is not enough

A third form, $\partial_tc=D\,\partial_x^2c$, also leaves uniform acid alone. It fails on another count:

$$\frac{d}{dt}\int c\,dx=\int D\,\partial_x^2c\,dx=-\int D'\,\partial_xc\,dx ,$$

which is generally not zero. Since $D\,\partial_x^2c=\partial_x(D\,\partial_xc)-D'\,\partial_xc$, the form contains a local source $-D'\,\partial_xc$, which creates or destroys acid wherever both gradients are present. Equation (2) passes both requirements.

A finite-volume program inherits both properties if it computes one flux per cell face, $J_{i+1/2}=-D_{i+1/2}(c_{i+1}-c_i)/h$, with $h$ now the cell width. Equal concentrations give zero flux, and what leaves one cell enters the next.

The same question arises in a simulation with random walkers. Let each step of duration $dt$ have mean $A\,dt$ and variance $2D\,dt$, with $A$ and $D$ taken at the starting point. For any smooth periodic function $f$, expanding $f$ to second order in the step gives

$$\frac{d}{dt}\int fc\,dx=\int c\,(Af'+Df'')\,dx=\int f\left[-\partial_x(Ac)+\partial_x^2(Dc)\right]dx .$$

Steps of zero mean therefore produce (3). Choosing $A=D'$ cancels the unwanted term, since $-\partial_x(D'c)+\partial_x^2(Dc)=\partial_x(D\,\partial_xc)$. Walkers for uniform $\gamma$ need this mean drift, apart from a constant that would describe an external drive, in order to stay uniformly spread, whether it is added explicitly or produced by the stepping rule itself.

### The number: a patterned film under a second bake

Suppose a first exposure and bake have left a deprotection pattern of pitch $\Lambda=80$ nm. A flood exposure then gives uniform acid, $c_0=0.05\ \mathrm{nm^{-3}}$, and the film is baked for 60 s at 110 °C. Let the deprotected fraction be $m=(1+\cos kx)/2$, with $k=2\pi/\Lambda=0.0785\ \mathrm{nm^{-1}}$, and let $\ln D$ vary linearly with $m$ from $D_p=1$ to $D_d=5\ \mathrm{nm^2/s}$. Then

$$D=D_p\left(\frac{D_d}{D_p}\right)^m=\sqrt{D_pD_d}\;e^{b\cos kx},\qquad b=\tfrac12\ln\frac{D_d}{D_p}=0.805 .$$

Differentiating twice gives $D'=-bk\sin(kx)\,D$ and

$$D''=k^2D\,(b^2\sin^2kx-b\cos kx).$$

By (4), the false initial rates at the fastest and slowest places are

$$\frac{\partial_tc}{c_0}\bigg|_{x=0}=-k^2bD_d=-(0.0785)^2(0.805)(5)=-0.025\ \mathrm{s^{-1}},$$

$$\frac{\partial_tc}{c_0}\bigg|_{x=\Lambda/2}=+k^2bD_p=+0.0050\ \mathrm{s^{-1}} .$$

To follow the profile further, (3) was solved on 81 Fourier grid points with a matrix exponential in time. The slow column refers to the grid point nearest $\Lambda/2$; the spread is $(c_{\max}-c_{\min})/c_0$. At early times the largest $c$ lies on the flanks, near $x=22$ nm where $D''$ is largest, and it moves to $\Lambda/2$ only later, so the spread at first exceeds the difference of the two columns.

| Time (s) | $c/c_0$, fast | $c/c_0$, slow | Spread |
|---|---|---|---|
| 1 | 0.977 | 1.005 | 0.03 |
| 10 | 0.837 | 1.053 | 0.25 |
| 30 | 0.681 | 1.183 | 0.53 |
| 60 | 0.564 | 1.394 | 0.83 |

Equation (2) gives 1 in both concentration columns and zero spread at every time. After the bake, the false form has turned a uniform $0.050\ \mathrm{nm^{-3}}$ into $0.028\ \mathrm{nm^{-3}}$ in deprotected polymer and $0.070\ \mathrm{nm^{-3}}$ in protected polymer. Its free energy has risen by $0.050\,k_BT$ per acid.

The drift is not finished at 60 s. In (5), $1/D\propto e^{-b\cos kx}$, whose average over a period is the modified Bessel function $I_0(b)=1.169$. The false steady state is

$$\frac{c}{c_0}=\frac{e^{-b\cos kx}}{I_0(b)},$$

which is 0.38 at the fastest place and 1.91 at the slowest. Their ratio is 5, the inverse ratio of the diffusivities. The undeclared standard potential behind it has a range $k_BT\ln5=(0.0330\ \mathrm{eV})(1.609)=0.053$ eV. As $D_d\to D_p$, $b\to0$ and the artefact disappears.

Random walkers show the same behaviour. For 100,000 walkers started uniformly and moved through 300 steps of 0.2 s, the mean of $\cos kx$ after the bake was $-0.218$ without drift, against $-0.219$ from (3). With the drift $D'$ it was 0.001, within the statistical standard error of about 0.002.

The form $D\,\partial_x^2c$ leaves this flat film unchanged, but not a modulated one. From $c=c_0(1+\tfrac12\cos kx)$, the same numerical method gives a loss of 11% of the acid in 60 s, although no reaction is present.

### What a real film changes

The pitch, bake and acid density are round values in the rough regime of chemically amplified resists. Acid diffusivities vary widely with polymer, acid and temperature, and the fivefold contrast and its direction are choices, not measurements. The model also freezes $D$ during the second bake, whereas real acid continues to deprotect the polymer. Take $\partial_tm=r(c/c_0)(1-m)$ with a chosen $r=0.05\ \mathrm{s^{-1}}$, and integrate it together with (3). The false spread then peaks at 0.32 after about 30 s and ends at 0.21, instead of reaching 0.83, because the contrast in $D$ fades as $m$ approaches 1 everywhere. Equation (2) still keeps the acid uniform, since $D(x,t)\,\partial_xc$ vanishes for any time dependence of $D$.

Other neglected effects produce real gradients. The estimates below treat them one at a time, with the original pattern of $D$ held fixed wherever diffusion enters.

- **Acid affinity.** If the standard potential is 10 meV lower in deprotected polymer, (1) gives a spread of 0.16 after the bake. The equilibrium concentration ratio is $e^{10\,\mathrm{meV}/k_BT}=1.35$, in favour of the deprotected side. This is opposite in direction to the artefact of (3). The 10 meV is a choice, only $0.3\,k_BT$; the spread grows roughly in proportion, and 53 meV gives 0.87, as large as the artefact. A measured partition of acid between the two polymers belongs in $\gamma$; it cannot be inferred from $D$.

- **Quenching.** Let immobile base be present uniformly at $0.20\,c_0$ and capture acid at the diffusion-limited rate $4\pi D(x)Rcn$, where $n$ is the base concentration and $R=0.5$ nm. This capture law is rough at molecular distances. Quenching is faster where $D$ is larger, so the acid spread rises to 0.10 at 1.3 s. The slower places then catch up: the base is uniform and immobile, so without diffusion every place would finally lose the same $0.20\,c_0$ of acid. The spread falls to 0.0035 by the end, with $0.80\,c_0$ of acid left. Diffusion alone could not flatten the profile so far, because it acts over times of order $1/(k^2D)$, which are tens of seconds or more here. A uniform start thus does not guarantee a uniform transient once a reaction rate depends on position.

- **Acid from the first image.** Suppose the first exposure released acid $0.3\,c_0(1+\cos kx)/2$, which diffused for 60 s without loss, and the flood exposure converted all the remaining generator. The total acid then starts the second bake with a spread of 0.16 and ends it with 0.07. These values use the finished pattern of $D$ for the first bake too; a uniform $D$ of 1 or 5 $\mathrm{nm^2/s}$ in that bake gives a starting spread of 0.09 or 0.25.

- **Film shrinkage.** If deprotected polymer loses 10% of its volume and none of its acid, its acid density is higher by a factor $1/0.9=1.11$ before diffusion acts. If the film shrinks only in thickness, diffusion during the second bake lowers this ratio to about 1.05.

- **Counting noise.** A cube of side 10 nm holds 50 acids on average. For independent positions the relative fluctuation is $1/\sqrt{50}=0.14$, so $c$ must be read as an average over many such cubes.

The flat profile is therefore the answer of the stated model, not a prediction that a real film is perfectly uniform. Non-uniformity of order a tenth follows from the values chosen here, and a stronger affinity would give more, but each part of it has its own cause: an affinity, a reaction, an initial condition, a change of volume or a finite number of molecules. A variation of $D$ alone, with uniform activity and uniform $\gamma$ (level wells and a uniform density of sites), is not such a cause. It changes how existing gradients relax, and $D$ must stand between the divergence and the gradient for the equation to say so.
